# Chlorine quadrupole coupling, the Townes–Dailey relation and ionic character, part 1

(Sections cited here and not found follow in the second part.)

A natural first guess about the electric field gradient at a chlorine nucleus is that it comes from the charges on the neighbouring atoms. That guess predicts the wrong order along the series Cl₂, ICl, HCl, KCl. In Cl₂ the neighbour is neutral and the guess gives zero, while in KCl the neighbour carries nearly a full positive charge and the guess gives a gradient that is not zero. The measured \(^{35}\)Cl couplings put these two ends the other way round, largest in size for Cl₂ and near zero for KCl: along the series they are roughly \(-110\), \(-86\), \(-68\) and about 0 MHz. The size is wrong as well. A unit charge at the KCl bond length of 5.046 bohr produces a gradient \(2/R^3 = 0.0156\) atomic units, whereas the gradient in Cl₂ is about 6 atomic units. The gradient is made almost wholly by the chlorine atom's own p electrons when they are unevenly spread over the three directions of space, and the Townes–Dailey relation states this quantitatively. It turns a coupling constant into a count of p electrons, and with a further model of the bond into an ionic character.

The quantity measured is fixed by the electrostatic energy of the nucleus. Hartree atomic units are used, with the origin at the chlorine nucleus. Let \(\rho_N\) be the nuclear charge density and \(\Phi\) the potential of all other charges. The nucleus is far smaller than the length on which \(\Phi\) varies, so \(\Phi\) is expanded about the origin:

\[
E=\int\rho_N\Phi\,d^3x=\Phi(0)\int\rho_N\,d^3x+\sum_a\Phi_a\int\rho_N x_a\,d^3x+\frac12\sum_{ab}\Phi_{ab}\int\rho_N x_ax_b\,d^3x+\dots
\]

where subscripts on \(\Phi\) denote derivatives at the origin. The first term does not depend on the orientation of the nucleus, and the second vanishes because a nuclear state of definite parity has no electric dipole moment. In the third, define the traceless tensor \(Q_{ab}=\int\rho_N(3x_ax_b-x^2\delta_{ab})\,d^3x\), so that \(\int\rho_Nx_ax_b=\tfrac13Q_{ab}+\tfrac13\delta_{ab}\int\rho_Nx^2\). The \(\delta_{ab}\) part is again independent of orientation and is dropped. Since \(Q_{ab}\) has no trace, only the traceless part \(V_{ab}\) of \(\Phi_{ab}\) survives the contraction, and

\[
H_Q=\frac16\sum_{ab}V_{ab}Q_{ab}.
\]

Within the nuclear ground state of spin \(I\), the Wigner–Eckart theorem makes \(Q_{ab}\) proportional to the only symmetric traceless tensor of rank two that can be built from \(\mathbf I\), namely \(Q_{ab}=c\,[\tfrac32(I_aI_b+I_bI_a)-\delta_{ab}\mathbf I^2]\). The quadrupole moment is defined by \(eQ=\langle II|Q_{zz}|II\rangle=c\,[3I^2-I(I+1)]=c\,I(2I-1)\), which fixes \(c\). Because \(V_{ab}\) is traceless the \(\delta_{ab}\) term gives nothing, and because it is symmetric the two orderings of \(I_aI_b\) give the same sum, so \(\tfrac16\cdot\tfrac32\cdot2=\tfrac12\) and

\[
H_Q=\frac{eQ}{2I(2I-1)}\sum_{ab}V_{ab}I_aI_b .
\]

In the principal axes, labelled so that \(V_{zz}\) is largest in magnitude, write \(q=V_{zz}\) and \(\eta=(V_{xx}-V_{yy})/q\). Tracelessness then gives \(V_{xx}=-q(1-\eta)/2\) and \(V_{yy}=-q(1+\eta)/2\). Using \(I_x^2+I_y^2=\mathbf I^2-I_z^2\) and \(I_x^2-I_y^2=\tfrac12(I_+^2+I_-^2)\),

\[
\sum_{a}V_{aa}I_a^2=\frac q2\Big[3I_z^2-\mathbf I^2+\frac\eta2\,(I_+^2+I_-^2)\Big].
\]

For \(^{35}\)Cl, \(I=3/2\) and \(2I(2I-1)=6\). With the coupling constant \(\chi=eQq/h\), \(H_Q/h\) is \(\chi/12\) times the bracket. The diagonal elements of the bracket are \(27/4-15/4=3\) for \(m=\pm3/2\) and \(3/4-15/4=-3\) for \(m=\pm1/2\). The operator \(I_+^2\) takes \(m=-1/2\) to \(3/2\) with amplitude \(2\cdot\sqrt3\), so the off-diagonal element is \(\sqrt3\,\eta\), and the pair \(-3/2,\,1/2\) has the same block. The eigenvalues are \(\pm\sqrt{9+3\eta^2}\), each twice, and the single zero-field resonance lies at

\[
\nu=\frac{|\chi|}{2}\sqrt{1+\eta^2/3}.
\]

This line gives neither the sign of \(\chi\) nor \(\eta\) separately. For a diatomic molecule in a \(\Sigma\) state \(\eta=0\) by symmetry and \(z\) is the bond axis.

The gradient follows from Coulomb's law, \(\Phi(\mathbf x)=\int\rho(\mathbf r)\,|\mathbf r-\mathbf x|^{-1}d^3r\). One derivative with respect to \(x_a\) gives \((r_a-x_a)/|\mathbf r-\mathbf x|^3\), and a second with respect to \(x_b\) gives \(-\delta_{ab}/|\mathbf r-\mathbf x|^3+3(r_a-x_a)(r_b-x_b)/|\mathbf r-\mathbf x|^5\), together with a contact term proportional to \(\delta_{ab}\) that belongs to the trace. At \(\mathbf x=0\), with \(\mathbf r=r\,\hat{\mathbf u}\),

\[
V_{ab}=\int\rho(\mathbf r)\,\frac{3u_au_b-\delta_{ab}}{r^3}\,d^3r ,
\]

the angular integral being done first. A positive point charge on the \(z\) axis at distance \(R\) has \(u_z^2=1\) and gives \(V_{zz}=+2/R^3\), the expression used above. Electrons enter with charge \(-1\). Expanding their density in atom-centred real basis functions, \(\rho_{\rm el}=-\sum_{\mu\nu}D_{\mu\nu}\varphi_\mu\varphi_\nu\) with the spin-summed density matrix \(D\), splits \(V_{ab}\) into three groups: terms with \(\mu\) and \(\nu\) both p functions on chlorine, the other terms with both functions on chlorine, and the rest, which comprises terms with one or both functions on the partner atom together with the partner nucleus.

Angular averages decide which one-centre terms exist. The average of \(u_au_b\) over the sphere is an isotropic tensor of unit trace, hence \(\delta_{ab}/3\), and the average of the kernel \(3u_au_b-\delta_{ab}\) is zero: a product of two s functions gives no gradient. A product of an s and a p function brings in one further factor \(u_c\), the integrand is odd under \(\hat{\mathbf u}\to-\hat{\mathbf u}\), and the result is again zero. Among s, p, d and f functions, the products p–p, s–d, p–f, d–d and f–f are allowed by symmetry. All but the first need occupied d or f functions on chlorine, which in its ground configuration has none. In the rest, a spherical neutral partner whose charge cloud does not reach the chlorine nucleus gives exactly zero by Gauss's theorem, since its nucleus and its electrons cancel, and a net charge on it gives directly that charge times \(2/R^3\), which was seen to be small; its indirect effect, through distortion of the chlorine shells, belongs to the other terms. The two-centre products have no such theorem; they are small if the partner's functions are small in the region near the nucleus that \(r^{-3}\) selects, which has to be checked by computation. The first Townes–Dailey assumption keeps the valence 3p–3p terms alone. The filled 2p shell gives zero as long as it stays spherical, as shown below, but it lies closer to the nucleus, so a slight distortion of it counts; such core polarization is absorbed in the atomic calibration only if it is proportional to the valence imbalance with the same constant in atom and molecule.

The second assumption is that the three 3p orbitals share one radial function \(R_{3p}\), that of the free atom: \(p_c=R_{3p}(r)\sqrt{3/4\pi}\,u_c\), with \(\int R_{3p}^2r^2dr=1\) and \(\langle r^{-3}\rangle=\int R_{3p}^2\,r^{-1}dr\), which converges because \(R_{3p}\propto r\) at the origin. The matrix element of the kernel is \(\langle r^{-3}\rangle\) times \(3\,\overline{u_cu_d(3u_au_b-\delta_{ab})}\), the bar denoting the average over the sphere. The average of four components is isotropic and fully symmetric, so it equals \(A(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})\). Setting \(a=b\), \(c=d\) and summing gives \(1=A(9+3+3)\), so \(A=1/15\). Therefore

\[
3\,\overline{u_cu_d(3u_au_b-\delta_{ab})}=\frac{9}{15}\,(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})-\delta_{ab}\delta_{cd}
=\frac35\,(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})-\frac25\,\delta_{ab}\delta_{cd}.
\]

For \(a=b=z\) the diagonal elements are \(6/5-2/5=4/5\) for \(p_z\) and \(-2/5\) for \(p_x\) and \(p_y\). Let \(P_{cd}\) be the \(3\times3\) spin-summed density matrix in the 3p space. The matrix element is symmetric in \(c,d\), so only the real symmetric part of \(P\) contributes. Contracting, and inserting the electron charge,

\[
V_{ab}=-\langle r^{-3}\rangle\Big[\frac35\,(P_{ab}+P_{ba})-\frac25\,\delta_{ab}\,{\rm tr}P\Big]=-\frac65\,\langle r^{-3}\rangle\Big[P_{ab}-\frac13\,\delta_{ab}\,{\rm tr}P\Big].
\]

One electron in \(p_z\) has \(P_{zz}={\rm tr}P=1\) and gives \(V_{zz}=-\tfrac65\cdot\tfrac23\langle r^{-3}\rangle\). This value is called \(q_0\):

\[
q_0=-\frac45\,\langle r^{-3}\rangle,\qquad V_{ab}=\frac32\,q_0\Big(P_{ab}-\frac13\,\delta_{ab}\,{\rm tr}P\Big).
\]

The gradient tensor is proportional to the traceless part of the p density matrix and shares its principal axes. Any \(P\) proportional to the unit matrix, such as a filled or a spherically half-filled shell, gives zero. In the principal axes, with populations \(n_a=P_{aa}\), one has \(\tfrac32\,[n_z-\tfrac13(n_x+n_y+n_z)]=n_z-\tfrac12(n_x+n_y)\). Multiplying by \(eQ/h\) and writing \(\chi_0=eQq_0/h\) gives the Townes–Dailey relation

\[
\chi=\chi_0\Big[n_z-\frac{n_x+n_y}{2}\Big]\equiv-\chi_0U,\qquad U=\frac{n_x+n_y}{2}-n_z .
\]

The number \(U\) counts the p electrons missing along \(z\). The same tensor gives \(V_{xx}-V_{yy}=\tfrac32q_0(n_x-n_y)\), so that \(\eta=\tfrac32(n_x-n_y)/[n_z-\tfrac12(n_x+n_y)]\) measures the inequality of the two perpendicular directions.

The relation is usable because \(\chi_0\) can be taken from the free atom, without separate knowledge of \(Q\) or \(\langle r^{-3}\rangle\). Its measured size is about 110 MHz, and \(\chi_0=109.7\) MHz is adopted below as an input parameter. It is not, however, the coupling constant that appears in the atomic hyperfine spectrum; it is twice that constant, and the factor has to be traced. The atom has the configuration \(3p^5\), term \(^2P\), with \(L=1\) and \(S=1/2\). The state \(J=M_J=3/2\) requires \(M_L=1\) and \(M_S=1/2\), which only one determinant supplies: the filled shell, whose \(M_L\) and \(M_S\) are zero, with the electron \(m_l=-1\), \(m_s=-1/2\) removed. For a spin–orbit operator \(\zeta\sum\mathbf l\cdot\mathbf s\) with \(\zeta>0\), the energy of a determinant is \(\zeta\sum m_lm_s\), which is zero for the filled shell and \(-\zeta/2\) after the removal. The operator has zero trace over the six states of the term, so the two \(J=1/2\) states lie at \(+\zeta\), and \(^2P_{3/2}\) is the ground level. The removed orbital is \((p_x-ip_y)/\sqrt2\), and the real part of its density matrix is \({\rm diag}(\tfrac12,\tfrac12,0)\). The stretched state thus has \(n_x=n_y=3/2\) and \(n_z=2\), and its gradient is

\[
q_J=\langle JJ|V_{zz}|JJ\rangle=q_0\Big(2-\frac32\Big)=\frac{q_0}{2}.
\]

To first order in \(H_Q\), which neglects mixing with \(^2P_{1/2}\) and is justified because the fine-structure interval far exceeds the hyperfine energy, \(V_{ab}\) acts inside the \(J=3/2\) level. The Wigner–Eckart theorem gives \(V_{ab}=q_J\,T^{J}_{ab}/[J(2J-1)]\) with \(T^J_{ab}=\tfrac32(J_aJ_b+J_bJ_a)-\delta_{ab}\mathbf J^2\), exactly as for the nucleus, where \(Q_{ab}=eQ\,T^I_{ab}/[I(2I-1)]\). In the contraction \(\sum T^J_{ab}T^I_{ab}\), each of the two cross terms is \(-\tfrac32\cdot2\,\mathbf I^2\mathbf J^2\) and the product of the two deltas is \(+3\,\mathbf I^2\mathbf J^2\), for a total of \(-3\,\mathbf I^2\mathbf J^2\). The leading term is \(\tfrac94\cdot2\,[\sum J_aJ_bI_aI_b+\sum J_aJ_bI_bI_a]\), because renaming \(a\leftrightarrow b\) pairs the four products. Since \(\mathbf I\) and \(\mathbf J\) commute, the first sum is \((\mathbf I\cdot\mathbf J)^2\). In the second, \(I_bI_a=I_aI_b-{\rm i}\sum_c\epsilon_{abc}I_c\) and \(\sum_{ab}\epsilon_{abc}J_aJ_b={\rm i}J_c\), so it equals \((\mathbf I\cdot\mathbf J)^2+\mathbf I\cdot\mathbf J\). With \(\mathbf F=\mathbf I+\mathbf J\) and \(K=2\,\mathbf I\cdot\mathbf J=F(F+1)-I(I+1)-J(J+1)\), the leading term is \(9(\mathbf I\cdot\mathbf J)^2+\tfrac92\,\mathbf I\cdot\mathbf J=\tfrac94K(K+1)\). Including the factor \(1/6\) and defining \(B=eQq_J/h\),

\[
\frac{E_F}{h}=B\,\frac{\tfrac34K(K+1)-I(I+1)J(J+1)}{2I(2I-1)J(2J-1)},\qquad B=\frac{\chi_0}{2}.
\]

For \(I=J=3/2\) the denominator is 18, \(I(I+1)J(J+1)=225/16\), and \(K=-15/2,-11/2,-3/2,9/2\) for \(F=0,1,2,3\). The numerators are \(45/2\), \(9/2\), \(-27/2\) and \(9/2\), so the shifts are \(\tfrac54B\), \(\tfrac14B\), \(-\tfrac34B\) and \(\tfrac14B\). With \(\chi_0=+109.7\) MHz, \(B=54.85\) MHz and the shifts are 68.56, 13.71, \(-41.14\) and 13.71 MHz. They are superposed on a magnetic dipole term linear in \(K\), from which the quadratic dependence on \(K\) separates them. The derivation is nonrelativistic, in that one radial function serves \(p_{1/2}\) and \(p_{3/2}\). Since \(q_0\) is negative, a positive \(\chi_0\) means that \(Q\) is negative. An atom whose hole is held in \(p_z\), with \((n_x,n_y,n_z)=(2,2,1)\), has \(U=1\), a positive gradient \(q_{\rm hole}=-q_0\), and \(\chi=-109.7\) MHz. The ratio \(q_{\rm hole}=-2q_J\) does not rest on the orbital picture: for any exact \(L=1\) term, \(\langle V_{zz}\rangle\propto3M_L^2-2\), which is \(-2\) for \(M_L=0\) and \(1\) for \(M_L=1\).

Under the two Townes–Dailey assumptions, a chlorine coupling constant gives the imbalance \(U\) of the 3p populations, with the scale \(\chi_0\) taken from the free atom. It remains to connect \(U\) with ionic character through a model of the bond, and to test the relation on computed gradients for Cl₂, ICl, HCl and KCl.
